# Magnetoresistance of a metal with open orbits, part 1

(Sections cited here and not found follow in the second part.)

## First half: orbits and the conductivity tensor

A metal carries a small uniform electric field $\mathbf E$ and sits in a steady magnetic field $\mathbf B=B\hat{\mathbf z}$ with $B>0$. Some of its Fermi-surface orbits are closed. Others are open: they run through the repeated-zone scheme without closing. The task is to find how the resistivity depends on $B$ when $B$ is large, for current along and across the open direction in k-space.

Hartree atomic units are used, with electron charge $-1$. The magnetic force is $-\mathbf v\times\mathbf B$, where $\mathbf v=\nabla_{\mathbf k}\varepsilon$ is the band velocity. The conductivity and resistivity are defined by $\mathbf J=\sigma\mathbf E$ and $\rho=\sigma^{-1}$. The following assumptions hold throughout, unless a part changes them.

- Electrons move semiclassically within one band. There is no tunnelling between orbits and no Landau quantization.
- Collisions are described by one constant relaxation time $\tau$, and the temperature is zero.
- Every open orbit is periodic and advances along the same direction, $k_x$. Its coordinate $k_y$ therefore stays bounded.
- Orbits of infinite period, which pass through points where the velocity normal to $\mathbf B$ vanishes, carry no weight on the Fermi surface.

If several bands cross the Fermi energy $E_F$, sums over the Fermi surface include all of them.

### (a) Motion in k-space and in real space

**Question.** Relate the path of an electron in real space to its orbit in k-space. Find the time-averaged velocity in the plane normal to $\mathbf B$ for a closed and for an open orbit, and its dependence on $B$.

**Solution.** With $\mathbf E=0$ the equation of motion is $\dot{\mathbf k}=-\mathbf v\times\mathbf B$. Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$,

$$\dot k_x=-Bv_y,\qquad \dot k_y=Bv_x,\qquad \dot k_z=0 .$$

The energy is constant, because $\dot\varepsilon=\mathbf v\cdot\dot{\mathbf k}=-\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. An orbit is thus a curve in which a plane of fixed $k_z$ cuts the surface of constant energy.

Now $v_x=\dot x$ and $v_y=\dot y$. Integrating the first two equations over time gives

$$\Delta x=\frac{\Delta k_y}{B},\qquad \Delta y=-\frac{\Delta k_x}{B}.$$

The real-space path, projected on the plane normal to $\mathbf B$, is the k-space orbit turned clockwise by $90^\circ$ and scaled by $1/B$.

On a closed orbit both $\Delta k_x$ and $\Delta k_y$ vanish after one period $T$. The averages, marked by a bar, are then $\bar v_x=\bar v_y=0$.

On an open orbit $k_y$ returns after a period, while $k_x$ has advanced by $sG$. Here $G>0$ is the length of the repeat and $s=\pm1$ gives the sense of travel. Therefore

$$\bar v_x=0,\qquad \bar v_y=\frac{\Delta y}{T}=-\frac{sG}{BT}.$$

It remains to find how $T$ depends on $B$. The speed along the orbit in k-space is $|\dot{\mathbf k}|=Bv_\perp$, with $v_\perp=\sqrt{v_x^2+v_y^2}$. An element of orbit length $dl$ takes the time $dt=dl/(Bv_\perp)$, so

$$BT=\oint\frac{dl}{v_\perp}.$$

The right-hand side is fixed by the band structure. Hence $T\propto1/B$, and $\bar v_y$ on an open orbit does not depend on $B$. A stronger field makes the electron run through its orbit faster and shrinks the real-space path in the same proportion, which leaves the drift velocity unchanged. The drift is along $y$, at right angles to the open direction in k-space.

When $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, each open orbit has a partner at $-\mathbf k$ with the opposite drift. The two drifts cancel in equilibrium. Their squares do not cancel, and squares are what the conductivity will contain.

### (b) Conductivity from the Boltzmann equation

**Question.** Express $\sigma_{ij}$ through the velocity at a point of the Fermi surface and the velocities along the past path that leads to it.

**Solution.** Write the occupation as $f=f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium function and $f_1$ is linear in $\mathbf E$. In a uniform steady state,

$$\left(-\mathbf E-\mathbf v\times\mathbf B\right)\cdot\nabla_{\mathbf k}f=-\frac{f_1}{\tau}.$$

The magnetic force does not act on $f_0$, since $(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f_0=f_0'\,(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The product of $\mathbf E$ and $f_1$ is of second order and is dropped. What remains is

$$-f_0'\,\mathbf E\cdot\mathbf v-(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f_1=-\frac{f_1}{\tau}.$$

The operator $-(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}$ is the rate of change along a magnetic orbit, and it will be written $d/dt$. With $L=1/\tau+d/dt$ the equation becomes

$$Lf_1=f_0'\,\mathbf E\cdot\mathbf v=-(-f_0')\,\mathbf E\cdot\mathbf v .$$

The factor $-f_0'$ depends on energy alone and is constant along an orbit, so it passes through $L^{-1}$:

$$f_1=-(-f_0')\sum_jE_j\,L^{-1}v_j .$$

The current density contains the charge $-1$ and the density of states $2/(2\pi)^3=1/(4\pi^3)$, including spin:

$$J_i=-\int\frac{d^3k}{4\pi^3}\,v_if_1=\sum_jE_j\int\frac{d^3k}{4\pi^3}\,(-f_0')\,v_i\,L^{-1}v_j .$$

The two minus signs have cancelled. At zero temperature $-f_0'=\delta(\varepsilon-E_F)$. Define the bracket

$$\langle f,g\rangle=\int\frac{d^3k}{4\pi^3}\,\delta(\varepsilon-E_F)\,f\,g .$$

The conductivity is then

$$\sigma_{ij}=\langle v_i,\,L^{-1}v_j\rangle .$$

To find $L^{-1}$, follow an orbit and try

$$(L^{-1}g)(t)=\int_{-\infty}^{t}dt'\,e^{-(t-t')/\tau}g(t').$$

Differentiating the upper limit gives $g(t)$, and differentiating the exponential gives $-(L^{-1}g)/\tau$. The sum satisfies $(d/dt+1/\tau)L^{-1}g=g$, as required. A solution $e^{-t/\tau}$ of the homogeneous equation could be added, but it diverges in the remote past and is excluded because $f_1$ is bounded.

The electron thus responds to the field it has felt since its last collision, and the field felt a time $\tau$ ago counts with the relative weight $1/e$, the chance that no collision has occurred since. It is convenient to define the normalized average over the past,

$$Mg=\frac1\tau L^{-1}g .$$

Its weight $e^{-(t-t')/\tau}/\tau$ is positive and integrates to one. So $|Mg|$ is nowhere larger than the largest value of $|g|$ on the orbit.

### (c) Integration by parts on the Fermi surface

**Question.** Show that $d/dt$ is antisymmetric in the bracket. Use this, together with the boundedness of $k_y$, to bring out the powers of $1/B$ in every component of $\sigma$ that has an index $x$, with no approximation in $B$.

**Solution.** At fixed $k_z$, the area element on both sides of an orbit is $dl\,d\varepsilon/v_\perp$, because $v_\perp$ is the gradient of $\varepsilon$ within the plane. The delta function removes $d\varepsilon$ and leaves $dl/v_\perp=B\,dt$ by part (a). The bracket is therefore an integral over time along the orbits:

$$\langle f,g\rangle=\frac1{4\pi^3}\int dk_z\sum_{\text{orbits}}B\oint dt\,f\,g .$$

Each closed orbit is run through once, and each open orbit over one repeat. If $f$ and $g$ return to their values after a period, then $\oint dt\,d(fg)/dt=0$, and

$$\left\langle\frac{df}{dt},g\right\rangle=-\left\langle f,\frac{dg}{dt}\right\rangle .$$

Next define $w=k_y-\bar k_y$, where $\bar k_y$ is the time average of $k_y$ on the same orbit and $k_y$ is followed continuously. On a closed orbit $w$ is periodic. On an open orbit along $k_x$ it is periodic too, because $k_y$ returns after each repeat. This is the step that uses the direction of the open orbits. The analogous function built from $k_x$ would grow without limit on them.

Since $\bar k_y$ is constant along an orbit, part (a) gives $\dot w=Bv_x$, or

$$v_x=\frac{\dot w}{B}.$$

Take first $\sigma_{xj}$ with $j=y$ or $z$. Antisymmetry gives

$$\sigma_{xj}=\frac1B\langle\dot w,\,L^{-1}v_j\rangle=-\frac1B\left\langle w,\,\frac{d}{dt}L^{-1}v_j\right\rangle .$$

From $LL^{-1}v_j=v_j$ follows $\frac{d}{dt}L^{-1}v_j=v_j-L^{-1}v_j/\tau=v_j-Mv_j$. Hence

$$\sigma_{xj}=-\frac1B\langle w,\,v_j-Mv_j\rangle .$$

For the transposed components, write $\dot w=Lw-w/\tau$ and apply $L^{-1}$:

$$L^{-1}v_x=\frac1BL^{-1}\dot w=\frac1B\,(w-Mw).$$

This gives

$$\sigma_{jx}=\langle v_j,L^{-1}v_x\rangle=\frac1B\langle v_j,\,w-Mw\rangle .$$

The same expression serves for $\sigma_{xx}$:

$$\sigma_{xx}=\frac1{B^2}\langle\dot w,\,w-Mw\rangle .$$

Here $\langle\dot w,w\rangle$ vanishes, because antisymmetry makes it equal to its own negative. In the other term,

$$-\langle\dot w,Mw\rangle=\left\langle w,\frac{d}{dt}Mw\right\rangle,\qquad \frac{d}{dt}Mw=\frac1\tau\frac{d}{dt}L^{-1}w=\frac1\tau(w-Mw).$$

The result is

$$\sigma_{xx}=\frac1{B^2\tau}\langle w,\,w-Mw\rangle .$$

These identities hold at any $B>0$ within the stated model. The functions $w$, $v_j$, $Mw$ and $Mv_j$ are all bounded independently of $B$. So $\sigma_{xx}$ is at most of order $B^{-2}$, and $\sigma_{xj}$ and $\sigma_{jx}$ are at most of order $B^{-1}$.

The physical reason is the geometry of part (a). Motion along $x$ is confined to a strip whose width is the extent of $k_y$ divided by $B$. An electron can diffuse along $x$ by roughly one such width per collision, which gives a diffusion constant of order $1/(B^2\tau)$. Collisions here help the transport: $\sigma_{xx}$ is larger when $\tau$ is shorter, as long as $\tau$ remains long enough for an electron to run through its orbit between collisions. For shorter $\tau$ the trend reverses.

### (d) The high-field limits

**Question.** Find the leading behaviour of all nine components of $\sigma$ as $B\to\infty$. Which component in the plane normal to $\mathbf B$ stays finite, and which orbits are responsible?

**Solution.** On an orbit of angular frequency $\Omega=2\pi/T$, expand a periodic function as $f=\sum_nf_ne^{in\Omega t}$. Each term is an eigenfunction of $L$ with eigenvalue $1/\tau+in\Omega$, so

$$Mf=\sum_n\frac{f_n}{1+in\Omega\tau}\,e^{in\Omega t}.$$

The term $n=0$ is the orbit average $\bar f$, and $M$ leaves it unchanged. The mean square of the rest is

$$\overline{|Mf-\bar f|^2}=\sum_{n\ne0}\frac{|f_n|^2}{1+n^2\Omega^2\tau^2}\le\frac{\overline{|f-\bar f|^2}}{1+\Omega^2\tau^2}.$$

Since $\Omega\propto B$, this tends to zero, and $Mf\to\bar f$. The electron samples its whole orbit many times before it is scattered.

The convergence is slow on orbits of long period. For all orbits with $BT$ below a chosen bound it is uniform. The remaining orbits hold a share of the Fermi surface that can be made as small as desired by raising the bound, and the functions on them are bounded. The limit may therefore be taken inside the brackets.

By construction $\bar w=0$, so $Mw\to0$. Also $\langle w,\bar v_j\rangle=0$, because $\bar v_j$ is constant on each orbit and $w$ averages to zero there. With $j,l$ standing for $y$ or $z$, the identities of part (c) become

$$B^2\sigma_{xx}\to\frac{\langle w,w\rangle}{\tau},\qquad B\sigma_{xj}\to-\langle w,v_j\rangle,\qquad B\sigma_{jx}\to+\langle w,v_j\rangle .$$

For the other four components, $\sigma_{jl}=\tau\langle v_j,Mv_l\rangle$ gives

$$\sigma_{jl}\to\tau\langle v_j,\bar v_l\rangle=\tau\langle\bar v_j,\bar v_l\rangle .$$

The last step replaces $v_j$ by its average, which is allowed because it multiplies a constant on each orbit.

In the plane normal to $\mathbf B$ the surviving component is

$$\sigma_{yy}\to\tau\langle\bar v_y,\bar v_y\rangle>0 .$$

Closed orbits contribute nothing to this limit, since they have $\bar v_y=0$. The open orbits supply all of it. Along the field, $\sigma_{zz}\to\tau\langle\bar v_z,\bar v_z\rangle$, which is positive unless $\bar v_z$ vanishes on every orbit, and $\sigma_{yz}$ tends to a nonzero limit where symmetry permits.

The approach to the limit of $\sigma_{yy}$ can be read from the same expansion. The orbit average of $v_yMv_y$ is $\sum_n|v_{y,n}|^2/(1+n^2\Omega^2\tau^2)$, the imaginary parts of $n$ and $-n$ having cancelled. Every term with $n\neq0$ falls as $B$ rises. So $\sigma_{yy}$ decreases towards its limit from above: the field removes the part of the response that comes from the variation of $v_y$ along the orbit and leaves the drift.

## Second half: resistivity, contrasts and numbers

The field is along $z$ and the open orbits run along $k_x$. The bracket $\langle f,g\rangle$ is the Fermi-surface integral of $fg\,\delta(\varepsilon-E_F)$ with measure $d^3k/(4\pi^3)$. A bar is a time average on an orbit, $w=k_y-\bar k_y$, and $\Omega$ is the orbital angular frequency, proportional to $B$. The first half found, for $j,l\in\{y,z\}$ and $B\to\infty$,

$$\sigma_{xx}\to\frac{\langle w,w\rangle}{B^2\tau},\quad \sigma_{xj}\to-\frac{\langle w,v_j\rangle}{B},\quad \sigma_{jx}\to\frac{\langle w,v_j\rangle}{B},\quad \sigma_{jl}\to\tau\langle\bar v_j,\bar v_l\rangle .$$

Closed orbits have $\bar v_y=0$, and open ones have a $\bar v_y$ that does not depend on $B$.

### (e) Inverting the tensor

**Question.** Find the leading field dependence of $\rho_{xx}$ and $\rho_{yy}$, and show that neither leading coefficient can vanish. State what must be assumed about the drift velocities.

The high-field limits of all nine components of $\sigma$ are now established, and in the plane normal to $\mathbf B$ only $\sigma_{yy}$ stays finite, supplied entirely by the open orbits. It remains to invert the tensor to answer question (e), then to treat current at an angle and metals with only closed orbits, and to test the results on a two-band model.
